\section*{Adatom density between perfectly absorbing steps with desorption}

\section{The balance on a terrace}

\textbf{Q.} A crystal surface has parallel straight steps a distance $L$ apart. Atoms land on the terraces, wander, and either leave again or join a step. I am told that the steady adatom density has a simple closed form. What has to be assumed before one can even write an equation?

\textbf{A.} Let $n(x,t)$ be the number of adatoms per area and $x$ the distance from mid-terrace, so that the steps are at $x=\pm L/2$. Atoms arrive with a uniform flux $F$ per area and time. Each adatom diffuses with coefficient $D$ and desorbs at the rate $1/\tau$, independently of the others. This requires a dilute adatom gas, and we also assume that no islands form. Nothing varies along the steps, so one coordinate suffices.

Without drift the current per step length is $j=-D\,\partial n/\partial x$, positive towards $+x$. A strip between $x$ and $x+dx$ gains $j(x)-j(x+dx)=-(\partial j/\partial x)\,dx$ by diffusion, gains $F\,dx$ by deposition and loses $(n/\tau)\,dx$ by desorption. Dividing by $dx$ gives
\begin{equation}
\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau}+F .
\label{balance}
\end{equation}
The steps are held at rest here, which needs a justification once their velocity is known.

\textbf{Q.} What happens at a step? ``Perfectly absorbing'' suggests that every adatom vanishes there, so I would set $n=0$.

\textbf{A.} That would ignore the atoms which the step releases. In this theory the phrase means that attachment and detachment are so fast that the density at the step stays at its equilibrium value $n_{\rm eq}$, whatever the terrace does:
\begin{equation}
n(\pm L/2)=n_{\rm eq}.
\label{bc}
\end{equation}
What is perfectly absorbed is the excess $u=n-n_{\rm eq}$. Setting $n=0$ is the special case in which $n_{\rm eq}$ is negligible.

\textbf{Q.} And the ``far-from-step value''? On a finite terrace no point is infinitely far from a step.

\textbf{A.} It is a reference value, belonging to a terrace of unlimited width. There the steady density is uniform, the diffusion term vanishes, and \eqref{balance} gives $n=F\tau$. The excess far from steps is therefore
\begin{equation}
u_\infty=F\tau-n_{\rm eq}.
\end{equation}
We seek $r(x)=u(x)/u_\infty$, which requires $u_\infty\neq0$. If $u_\infty=0$, the density is $n_{\rm eq}$ everywhere and the ratio has no meaning.

\section{Solving for the profile}

\textbf{Q.} Then solve it, without skipping the constants.

\textbf{A.} In the steady state, insert $n=n_{\rm eq}+u$ into \eqref{balance} and multiply by $\tau$:
\begin{equation}
D\tau\,u''-u-n_{\rm eq}+F\tau=0 .
\end{equation}
The last two terms add up to $u_\infty$. With the length $x_s=\sqrt{D\tau}$ this becomes
\begin{equation}
x_s^2u''-u=-u_\infty,\qquad u(\pm L/2)=0 .
\label{ode}
\end{equation}
The constant $u=u_\infty$ is a particular solution. The homogeneous equation $x_s^2u''=u$ has the independent solutions $\cosh(x/x_s)$ and $\sinh(x/x_s)$. Hence
\begin{equation}
u=u_\infty+A\cosh\frac{x}{x_s}+B\sinh\frac{x}{x_s}.
\end{equation}
Write $\lambda=L/(2x_s)$. The conditions at the right and left steps are
\begin{align}
u_\infty+A\cosh\lambda+B\sinh\lambda&=0,\\
u_\infty+A\cosh\lambda-B\sinh\lambda&=0 .
\end{align}
Their difference is $2B\sinh\lambda=0$, so $B=0$ because $\lambda>0$. Their sum gives $A=-u_\infty/\cosh\lambda$. Therefore
\begin{equation}
r(x)=\frac{n(x)-n_{\rm eq}}{F\tau-n_{\rm eq}}
=1-\frac{\cosh(x/x_s)}{\cosh\bigl(L/(2x_s)\bigr)} .
\label{main}
\end{equation}

\textbf{Q.} Does this survive if the crystal evaporates instead of growing?

\textbf{A.} Yes. The sign of $u_\infty$ was never used. For $F\tau<n_{\rm eq}$ both $u$ and $u_\infty$ are negative: the terrace is depleted, and the steps feed it. The ratio $r$ is the same. Finite-difference solutions of the balance equation, one for growth and one with $F=0$, both agree with \eqref{main} to within $2.4\times10^{-8}$ of the far excess for the terrace considered below.

\textbf{Q.} You found one steady state. Why should the surface go there?

\textbf{A.} Let $w(x,t)$ be the difference between any solution of \eqref{balance} with \eqref{bc} and the steady one. The flux cancels, leaving
\begin{equation}
\frac{\partial w}{\partial t}=D\frac{\partial^2w}{\partial x^2}-\frac{w}{\tau},\qquad w(\pm L/2,t)=0 .
\end{equation}
Expand $w$ in the functions $\sin[m\pi(x+L/2)/L]$, $m=1,2,\dots$, which vanish at both steps. Two derivatives multiply each by $-m^2\pi^2/L^2$, so its amplitude decays at the rate
\begin{equation}
\gamma_m=\frac1\tau+\frac{Dm^2\pi^2}{L^2}.
\label{rates}
\end{equation}
All these rates are positive and the smallest is $\gamma_1$. Every deviation dies out. A second steady state would differ from the first by a $w$ that does not decay, so there is none.

\section{Numbers, and what the length means}

\textbf{Q.} I would like to see a terrace with numbers on it.

\textbf{A.} Take round model parameters, not those of a particular material: $D=10^6\,{\rm nm^2/s}$, $\tau=0.01\,{\rm s}$, $F=2\,{\rm nm^{-2}s^{-1}}$, $n_{\rm eq}=0.016\,{\rm nm^{-2}}$ and $L=300\,{\rm nm}$. Then
\begin{align}
x_s&=\sqrt{10^6\times0.01}\ {\rm nm}=100\ {\rm nm},\qquad
\lambda=\frac{300}{2\times100}=1.5,\\
u_\infty&=(2\times0.01-0.016)\ {\rm nm^{-2}}=0.004\ {\rm nm^{-2}} .
\end{align}
At mid-terrace $\cosh0=1$, and with $\cosh1.5=2.352$,
\begin{align}
r(0)&=1-\frac1{2.352}=0.575,\\
n(0)&=(0.016+0.004\times0.575)\ {\rm nm^{-2}}=0.0183\ {\rm nm^{-2}} .
\end{align}
At $x=100$ nm, which is 50 nm from a step, $r=0.344$. At 10 nm from the step it is $0.086$.

So the middle of a terrace three diffusion lengths wide has little more than half of the far excess. The total density hides this: $n(0)/(F\tau)=0.0183/0.02=0.915$. The excess, not the total density, shows how strongly the steps drain the terrace. With an area $\Omega=0.1\,{\rm nm^2}$ per surface atom, the coverage $\Omega n(0)$ is about $0.002$, in keeping with the dilute picture.

\textbf{Q.} Is $x_s$ the distance an adatom travels before it desorbs?

\textbf{A.} Up to a factor. Let an adatom hop by $\pm a$ along $x$, at rate $h$ in each direction. In time $t$ it makes $2ht$ hops on average. The hops are independent and unbiased, so their squares add:
\begin{equation}
\langle(\Delta x)^2\rangle=2ha^2t=2Dt,\qquad D=ha^2 .
\end{equation}
On a step-free surface the lifetime is distributed as $e^{-t/\tau}/\tau$, with mean $\tau$. Averaging over it gives
\begin{equation}
\langle(\Delta x)^2\rangle=2D\tau=2x_s^2 .
\end{equation}
The rms displacement along $x$ is thus $\sqrt2\,x_s=141.4$ nm. Simulated random walks gave $141.3$ nm.

\textbf{Q.} Can the profile itself be read in terms of single atoms?

\textbf{A.} Let $p(x)$ be the probability that an adatom now at $x$ desorbs before it first reaches a step. Its next event is desorption or a hop to either side, with probabilities proportional to their rates:
\begin{equation}
p(x)=\frac{1/\tau+h\,p(x+a)+h\,p(x-a)}{1/\tau+2h}.
\end{equation}
Multiply by the denominator and collect terms:
\begin{equation}
h\,[p(x+a)-2p(x)+p(x-a)]-\frac{p(x)}\tau+\frac1\tau=0 .
\end{equation}
For $a$ small compared with $x_s$ and $L$, the bracket is $a^2p''$ to leading order. Since $ha^2=D$, multiplication by $\tau$ gives
\begin{equation}
x_s^2p''-p=-1,\qquad p(\pm L/2)=0 .
\end{equation}
This is \eqref{ode} divided by $u_\infty$, so $p(x)=r(x)$. An atom landing at mid-terrace has a $57\%$ chance of desorbing before it meets a step. Random walks on a lattice of spacing 5 nm gave $0.576$ from the middle and $0.344$ from $x=100$ nm, against $0.575$ and $0.344$ from \eqref{main}.

\section{Narrow and wide terraces}

\textbf{Q.} Without desorption I expect a parabola, not a hyperbolic cosine. Where is it?

\textbf{A.} It appears when $L\ll x_s$. Put \eqref{main} over a common denominator and use $\cosh z\simeq1+z^2/2$ in the numerator and $\cosh\lambda\simeq1$ below:
\begin{equation}
r=\frac{\cosh\lambda-\cosh(x/x_s)}{\cosh\lambda}
\simeq\frac12\left(\lambda^2-\frac{x^2}{x_s^2}\right)
=\frac{L^2/4-x^2}{2x_s^2}.
\label{parabola}
\end{equation}
Multiplying by $u_\infty$ and using $x_s^2=D\tau$,
\begin{equation}
u\simeq\left(F-\frac{n_{\rm eq}}\tau\right)\frac{L^2/4-x^2}{2D}.
\end{equation}
For $\tau\to\infty$ at fixed $L$ this becomes $F(L^2/4-x^2)/(2D)$. For $F>0$ the far excess diverges in that limit and the ratio $r$ tends to zero, but their product stays finite.

The next term shows how good the parabola is. At mid-terrace $1-1/\cosh\lambda=\lambda^2/2-5\lambda^4/24+\dots$, so the relative error is about $5\lambda^2/12$. For $L=20$ nm and $x_s=100$ nm, $\lambda=0.1$ and the estimate is $0.0042$. The largest deviation found numerically, relative to the height of the parabola, is $0.00415$.

\textbf{Q.} And if the terrace is wide, does each step act alone?

\textbf{A.} Measure the distance $s=x+L/2$ from the left step. Since $\cosh$ is even,
\begin{equation}
\frac{\cosh(x/x_s)}{\cosh\lambda}
=\frac{\cosh(\lambda-s/x_s)}{\cosh\lambda}
=\frac{e^{-s/x_s}+e^{-2\lambda+s/x_s}}{1+e^{-2\lambda}} .
\end{equation}
The second term in the numerator is $e^{-(L-s)/x_s}$, the influence of the other step. For $L\gg x_s$ and $s$ on the left half of the terrace,
\begin{equation}
r\simeq1-e^{-s/x_s}.
\end{equation}
At the middle the two exponentials are equal, so neglecting the second one costs about $e^{-\lambda}$. For $L=2000$ nm, $\lambda=10$ and $e^{-10}=4.5\times10^{-5}$, which is the largest deviation found numerically on that half, relative to the far excess. The far value is thus approached exponentially, with $x_s$ as the decay length.

\section{The supply to the steps}

\textbf{Q.} How fast do the steps advance?

\textbf{A.} Differentiate \eqref{main}:
\begin{equation}
u'(x)=-\frac{u_\infty}{x_s}\,\frac{\sinh(x/x_s)}{\cosh\lambda}.
\label{slope}
\end{equation}
The current leaving the terrace at the right is $-Du'(L/2)$. At the left it runs towards $-x$ and equals $+Du'(-L/2)$. Both are $(Du_\infty/x_s)\tanh\lambda$. In a train of equal terraces, each step is fed from both sides and receives
\begin{equation}
J=\frac{2Du_\infty}{x_s}\tanh\lambda
\label{current}
\end{equation}
atoms per step length and time. An advance by $dy$ needs $dy/\Omega$ atoms per length. The adatom density is $n_{\rm eq}$ on both sides of the step, so its motion adds no further term to the balance, and $v=\Omega J$. With $\tanh1.5=0.905$,
\begin{align}
J&=\frac{2\times10^6\times0.004}{100}\times0.905\ {\rm nm^{-1}s^{-1}}
=72.4\ {\rm nm^{-1}s^{-1}},\\
v&=0.1\times72.4\ {\rm nm/s}=7.24\ {\rm nm/s}.
\end{align}
Each passing step adds one layer, so the surface grows by $v/L=7.24/300=0.024$ monolayers per second.

\textbf{Q.} The terrace receives $FL=600$ atoms per nanometre of step and second, and the step keeps 72. You said that $43\%$ of the atoms landing in the middle reach a step. These do not fit.

\textbf{A.} They do, because the step also emits atoms. The average over landing points of the probability to reach a step is
\begin{equation}
\frac1L\int_{-L/2}^{L/2}(1-p)\,dx
=\frac{2x_s\sinh\lambda}{L\cosh\lambda}
=\frac{\tanh\lambda}{\lambda},
\end{equation}
here $0.905/1.5=0.603$. Now split the density into two parts, which the linearity of \eqref{balance} permits:
\begin{equation}
n=F\tau\,r+n_{\rm eq}(1-r).
\end{equation}
The first part has the flux $F$ and zero density at the steps: it describes deposited atoms that have not yet met a step. The second has no flux and density $n_{\rm eq}$ at the steps: it describes atoms released by them. By \eqref{slope} their currents into a step are
\begin{equation}
J_1=FL\,\frac{\tanh\lambda}{\lambda},\qquad
J_2=-\frac{n_{\rm eq}L}{\tau}\,\frac{\tanh\lambda}{\lambda},
\end{equation}
where $2D\tau/x_s=2x_s=L/\lambda$ was used. With one more digit in the common factor, $J_1=600\times0.6034=362$ and $J_2=-480\times0.6034=-290$, both in ${\rm nm^{-1}s^{-1}}$. Their sum is the 72 found above. The steps receive $60\%$ of the deposited atoms, but most of that gain is offset by atoms which leave the steps and desorb.

\section{Where the result fails}

\textbf{Q.} You held the steps still and then let them move. Is that consistent?

\textbf{A.} It can be checked with a bound. Let all steps move towards $+x$ at speed $v$, and let $x$ now be measured in the frame moving with them. A density steady in that frame has $\partial n/\partial t=-v\,n'$ at a fixed point of the surface, so \eqref{balance} becomes $Dn''+vn'-n/\tau+F=0$. Call the new ratio $r_v$ and let $q=r_v-r$. Subtracting the equation for $r$ gives
\begin{equation}
x_s^2q''+v\tau q'-q=-v\tau r',\qquad q(\pm L/2)=0 .
\end{equation}
At a positive interior maximum $q'=0$ and $q''\le0$, hence $q\le v\tau r'$ there. A negative minimum is treated in the same way. By \eqref{slope}, $|r'|\le\tanh\lambda/x_s$, and $\tau/x_s=x_s/D$, so
\begin{equation}
|q|\le\frac{vx_s}{D}\tanh\lambda<\frac{vx_s}{D}.
\end{equation}
In the example $vx_s/D=7.24\times100/10^6=7.2\times10^{-4}$. The actual largest change, computed with this $v$, is smaller still: $6.3\times10^{-5}$.

The approach to the steady state is also quick. From \eqref{rates}, $\gamma_1=(100+109.66)\,{\rm s^{-1}}$, so the slowest deviation decays in $1/\gamma_1=4.8$ ms. A step advances by only $0.035$ nm in that time, a tiny part of the terrace width.

\textbf{Q.} Real attachment takes time. How fast must it be?

\textbf{A.} Replace the fixed edge density by a finite attachment coefficient $k$, the same on both sides of a step. The current into the right step is then $-Du'(L/2)=k\,u(L/2)$. The profile is still even, so write $u=u_\infty[1-C\cosh(x/x_s)]$. The edge condition is
\begin{equation}
\frac{D}{x_s}\,C\sinh\lambda=k\,(1-C\cosh\lambda).
\end{equation}
Divide by $k$, define the length $d=D/k$, and solve for $C$:
\begin{equation}
r(x)=1-\frac{\cosh(x/x_s)}{\cosh\lambda+(d/x_s)\sinh\lambda}.
\label{finite}
\end{equation}
For $d\to0$ this returns to \eqref{main}. At the step itself,
\begin{equation}
r(L/2)=\frac{(d/x_s)\tanh\lambda}{1+(d/x_s)\tanh\lambda}.
\end{equation}
With $d=10$ nm this is $0.0905/1.0905=0.083$, and the mid-terrace value rises from $0.575$ to $0.610$. With $d=200$ nm the values are $0.644$ at the edge and $0.849$ in the middle: the profile is much flatter, and \eqref{main} is no longer a useful description.

\textbf{Q.} So the criterion is $d\ll x_s$?

\textbf{A.} On a wide terrace, yes. A narrow one demands more. For $\lambda\ll1$ and $d\lambda/x_s\ll1$, \eqref{finite} gives an edge value of about $d\lambda/x_s$ and a mid-terrace value of about $\lambda^2/2+d\lambda/x_s$. The edge value is the smaller by far if $d/x_s\ll\lambda/2$, that is, $d\ll L/4$. The profile \eqref{main} therefore requires $d$ to be small compared with both $x_s$ and $L$. The current is less demanding. Differentiating \eqref{finite} at the edge shows that \eqref{current} is only divided by $1+(d/x_s)\tanh\lambda$, so on a narrow terrace it needs no more than $dL\ll2x_s^2$. For $L=20$ nm and $d=50$ nm the profile is nearly flat, yet the step still receives $95\%$ of the current \eqref{current}.

\textbf{Q.} What if a step takes atoms more easily from one side than from the other?

\textbf{A.} Then the two edge conditions differ, the coefficient $B$ no longer vanishes, and the maximum of a growing terrace shifts towards the side with slower attachment. The equal spacing assumed in \eqref{current} is then no longer safe either. The stability shown above holds for fixed steps only, and unequal attachment can let terrace widths drift apart so that steps pair up: in growth when attachment from the lower terrace is the slower one, in evaporation when exchange with the upper terrace is. Equation \eqref{main} also loses its basis if islands form, because they are additional sinks on the terrace. On a growing terrace with equal attachment at both edges, the place to watch is the middle, where the supersaturation $u/n_{\rm eq}$ is largest. In the example it is $0.25\times0.575=0.14$ there. Whether islands nucleate at that value depends on their edge energy and on the kinetics of small clusters, which this model does not contain. The remaining values are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
diffusion coefficient D = 1e+06 nm^2/s
lifetime tau = 0.01 s
flux F = 2 nm^-2 s^-1
equilibrium density n_eq = 0.0160 nm^-2
terrace width L = 300.0 nm
area per atom omega = 0.10 nm^2
diffusion length xs = 100.00 nm
lambda = L/(2 xs) = 1.500 (dimensionless)
cosh(lambda) = 2.35241 (dimensionless)
tanh(lambda) = 0.90515 (dimensionless)
far density F tau = 0.0200 nm^-2
far excess u_far = 0.0040 nm^-2
far supersaturation u_far/n_eq = 0.2500 (dimensionless)
profile: x (nm), u/u_far numerical, u/u_far formula, n (nm^-2)
    0.0  0.57490  0.57490  0.018300
   50.0  0.52065  0.52065  0.018083
  100.0  0.34404  0.34404  0.017376
  140.0  0.08566  0.08566  0.016343
  150.0  0.00000  0.00000  0.016000
largest profile error, growth = 2.4e-08 (dimensionless)
largest profile error, F = 0 = 2.4e-08 (dimensionless)
narrow terrace width = 20.0 nm
parabola error / its maximum = 0.00415 (dimensionless)
wide terrace width = 2000.0 nm
exponential-law error = 4.5e-05 (dimensionless)
slowest decay rate, numerical = 209.66 s^-1
slowest decay rate, formula = 209.66 s^-1
relaxation time = 4.770 ms
step advance in that time = 0.0345 nm
random-walk lattice spacing = 5.0 nm
rms displacement, random walks = 141.3 nm
sqrt(2) xs = 141.4 nm
desorption probability from x = 0 nm, walks = 0.576 (dimensionless)
desorption probability from x = 100 nm, walks = 0.344 (dimensionless)
net current to a step, numerical = 72.412 nm^-1 s^-1
net current to a step, formula = 72.412 nm^-1 s^-1
net supply per step length = 120.00 nm^-1 s^-1
captured share = 0.6034 (dimensionless)
step velocity = 7.241 nm/s
growth rate v/L = 0.02414 monolayers/s
moving-step change of u/u_far = 6.33e-05 (dimensionless)
bound v xs/D = 7.24e-04 (dimensionless)
d = 10 nm: u/u_far middle = 0.6102, edge = 0.0830 (dimensionless)
d = 200 nm: u/u_far middle = 0.8487, edge = 0.6442 (dimensionless)
\end{verbatim}
